# Doping for Tunnelling Through a Parabolic Grain Barrier

## Problem

A grain boundary in an n-type polycrystalline film traps $N_t$ electrons per unit area. The grains on both sides have uniform donor density $N$ and are wider than the depletion layers. The electrons must cross the resulting potential barrier, of height $E_b$, either over its top or by tunnelling. The Padovani–Stratton energy is

$$E_{00}=\frac{\hbar q}{2}\sqrt{\frac{N}{m\epsilon}},$$

where $q>0$ is the elementary charge, $m$ the effective mass and $\epsilon$ the permittivity.

(a) At what doping is $E_{00}=kT$, and what does this equality say about a barrier with two flanks?

(b) At what doping does tunnelling carry half of the small-bias conductance, if $E_b$ is held fixed?

(c) What changes if $N_t$ is held fixed instead?

Use the model values $m=0.3$ electron masses, relative permittivity 10, $T=300$ K and $E_b=0.30$ eV.

## Assumptions and barrier shape

The donors are fully ionized and their charge is smeared out uniformly. Mobile electrons are neglected inside the depletion layers. The mass is isotropic and equal in both grains, transmission is coherent, and momentum parallel to the boundary is conserved. Let $E$ be the energy of motion normal to the boundary, measured from the bulk band edge. Tunnelling means transmission with $E<E_b$.

The electron potential energy $V$ is $-q$ times the electrostatic potential, so Poisson's equation in the positive donor charge reads $V''=q^2N/\epsilon$. Both $V$ and $V'$ vanish at the depletion edges $|x|=w$. Integrating twice gives

$$V(x)=\frac{q^2N}{2\epsilon}(w-|x|)^2=E_b\left(1-\frac{|x|}{w}\right)^2,\qquad E_b=\frac{q^2Nw^2}{2\epsilon}.$$

Neutrality requires $N_t=2wN$. Substituting $w=N_t/(2N)$ gives

$$E_b=\frac{q^2N_t^2}{8\epsilon N}.$$

The magnitude of the slope at the apex is

$$F=\frac{2E_b}{w}=\frac{q^2Nw}{\epsilon}=\frac{q^2N_t}{2\epsilon}.$$

## (a) The meaning of $E_{00}=kT$

**The tunnelling exponent.** In the WKB approximation the transmission well below the apex is $T\simeq e^{-S}$, where

$$S=\frac{2}{\hbar}\int\sqrt{2m(V-E)}\,dx$$

runs over the whole forbidden region. The two flanks contribute equally. Put $e=E/E_b$ and $s=1-x/w$ on the right flank; $s$ runs from 1 at the apex to $\sqrt e$ at the turning point. Then

$$S=\frac{4w\sqrt{2mE_b}}{\hbar}\int_{\sqrt e}^{1}\sqrt{s^2-e}\,ds.$$

An antiderivative of the integrand is $\frac12[s\sqrt{s^2-e}-e\ln(s+\sqrt{s^2-e})]$. Between the limits it gives

$$\frac12\left[\sqrt{1-e}-e\ln\frac{1+\sqrt{1-e}}{\sqrt e}\right]
=\frac12\left[\sqrt{1-e}-e\,a\right],\quad a=\operatorname{arcosh}\frac1{\sqrt e}.$$

For the prefactor, use $w=\sqrt{2\epsilon E_b/(q^2N)}$:

$$\frac{w\sqrt{2mE_b}}{\hbar}=\frac{2E_b}{\hbar q}\sqrt{\frac{m\epsilon}{N}}=\frac{E_b}{E_{00}}.$$

Therefore

$$S=\frac{2E_b}{E_{00}}\left[\sqrt{1-e}-e\,a\right].$$

At the band edge, $e=0$, each flank contributes $E_b/E_{00}$. A Schottky contact has one such flank; the grain barrier has two.

**The conductance.** At small bias $U$, the occupations on the two sides differ by $qU(-\partial f/\partial E_{\rm tot})$, where $E_{\rm tot}=E+E_\parallel$. The change of $T$ with bias does not matter at first order, because it multiplies a difference that vanishes at equilibrium. With spin, the density of transverse states per area is $m/(\pi\hbar^2)$, and each carries current $q/(2\pi\hbar)$ per unit energy. The conductance per area is thus

$$G=\frac{q^2m}{2\pi^2\hbar^3}\int_0^\infty dE\,T(E)\int_0^\infty dE_\parallel\left(-\frac{\partial f}{\partial E_\parallel}\right)
=\frac{q^2m}{2\pi^2\hbar^3}\int_0^\infty T(E)f(E)\,dE,$$

with $f(E)=[1+e^{(E-\mu)/kT}]^{-1}$ and $\mu$ measured from the band edge. When the important energies lie several $kT$ above $\mu$, $f\propto e^{-E/kT}$.

**The most important energy.** In this Boltzmann regime the integrand is largest where $\Phi=E/kT+S$ is smallest. First,

$$\frac{da}{de}=\frac{-\frac12e^{-3/2}}{\sqrt{1/e-1}}=-\frac{1}{2e\sqrt{1-e}},$$

so

$$\frac{d}{de}\left[\sqrt{1-e}-ea\right]=-\frac1{2\sqrt{1-e}}-a+\frac1{2\sqrt{1-e}}=-a.$$

The condition $d\Phi/de=0$ becomes $E_b/kT=(2E_b/E_{00})a$, or $a=u$ with $u=E_{00}/(2kT)$. Since $\cosh a=1/\sqrt e$,

$$E_m=E_b\,\operatorname{sech}^2\frac{E_{00}}{2kT}.$$

This is a minimum of $\Phi$, because $-a$ increases with $e$. There $\sqrt{1-e}=\tanh u$, and

$$\Phi_m=\frac{E_b}{kT}\operatorname{sech}^2u+\frac{2E_b}{E_{00}}\left(\tanh u-u\operatorname{sech}^2u\right)
=\frac{E_b}{E_0},\qquad E_0=\frac{E_{00}}2\coth\frac{E_{00}}{2kT}.$$

The two $\operatorname{sech}^2$ terms cancel because $2u/E_{00}=1/kT$. For a single flank the factor 2 in $S$ is absent, and the same steps give $E_m=E_b\operatorname{sech}^2(E_{00}/kT)$. The grain barrier therefore behaves, in its exponent, like a contact with half the value of $E_{00}$.

For $u\ll1$, $E_0\to kT$ and the peak lies near the apex. For $u\gg1$, $E_0\to E_{00}/2$ and the peak approaches the band edge. The latter limit must be treated with Fermi occupation once the peak comes near $\mu$.

**The doping scale.** Squaring $E_{00}=kT$ gives

$$N_1=\frac{4m\epsilon(kT)^2}{\hbar^2q^2}.$$

For the model values, $kT=25.85$ meV and $E_{00}=10.72$ meV at $N=10^{18}$ cm$^{-3}$. Since $E_{00}\propto\sqrt N$,

$$N_1=\left(\frac{25.85}{10.72}\right)^2\times10^{18}\ \text{cm}^{-3}\simeq5.8\times10^{18}\ \text{cm}^{-3}.$$

At $N_1$ the WKB peak is still at $0.786E_b$, and $E_0=28.0$ meV is close to $kT$. The two-flank equivalent of the Schottky condition is $E_{00}=2kT$, reached at $N_2=4N_1\simeq2.3\times10^{19}$ cm$^{-3}$. The formula then puts the peak at $0.420E_b$.

These comparisons locate the energy of the current. They do not yet compare the current below the apex with that above it.

## (b) Equal tunnelling and thermionic conductance

When tunnelling first becomes important, it does so just below the apex, where WKB is unreliable. For $E_b\gg kT$ the barrier there can be replaced by the linear cusp $V\simeq E_b-F|x|$, whose transmission can be found without WKB.

**Transmission of the cusp.** Define

$$\ell=\left(\frac{\hbar^2}{2mF}\right)^{1/3},\quad
\varepsilon_F=F\ell=\left(\frac{\hbar^2F^2}{2m}\right)^{1/3},\quad
z=\frac{E-E_b}{\varepsilon_F},\quad \xi=z+\frac{|x|}{\ell}.$$

On either side the Schrödinger equation becomes $d^2\psi/d\xi^2=-\xi\psi$. The combination

$$h(\xi)=\operatorname{Bi}(-\xi)+i\operatorname{Ai}(-\xi)$$

has phase $\frac23\xi^{3/2}+\frac\pi4$ at large $\xi$, so it travels away from the apex; $h^*$ travels towards it. Take $h^*+rh$ on the left and $th$ on the right. Continuity of $\psi$ and of $d\psi/dx$ at $x=0$ requires

$$h^*+rh=th,\qquad -(h^{*\prime}+rh')=th',$$

with all functions at $\xi=z$. The minus sign arises because $|x|$ decreases with $x$ on the left. Insert $r=t-h^*/h$ into the second condition:

$$2th'=\frac{h^*h'-hh^{*\prime}}h,\qquad
t=\frac{2i\,\operatorname{Im}(h^*h')}{2hh'}.$$

Since $h'=-(\operatorname{Bi}'+i\operatorname{Ai}')$, the imaginary part is $\operatorname{Ai}\operatorname{Bi}'-\operatorname{Ai}'\operatorname{Bi}=1/\pi$, the Airy Wronskian. The outgoing and incoming waves carry the same flux per unit squared amplitude, so

$$T(z)=|t|^2=\frac{1}{\pi^2(\operatorname{Ai}^2+\operatorname{Bi}^2)(\operatorname{Ai}'^2+\operatorname{Bi}'^2)},$$

where the Airy functions and their derivatives have argument $-z$.

At the apex, $\operatorname{Bi}(0)=\sqrt3\operatorname{Ai}(0)$ and $\operatorname{Bi}'(0)=-\sqrt3\operatorname{Ai}'(0)$. The Wronskian gives $\operatorname{Ai}^2(0)\operatorname{Ai}'^2(0)=1/(12\pi^2)$, and the denominator is $16\pi^2$ times this product. Hence $T=12/16=3/4$: one quarter of the incident flux is reflected even when the energy equals the barrier height. Far below the apex, the growing Airy function gives $T\to e^{-(8/3)|z|^{3/2}}$, the WKB result for two linear flanks.

**One parameter controls the ratio.** From $F=2E_b/w$ and the expression for $w$,

$$F^2=\frac{4E_b^2q^2N}{2\epsilon E_b}=\frac{2q^2NE_b}{\epsilon},\qquad
\varepsilon_F^3=\frac{\hbar^2q^2NE_b}{m\epsilon}=4E_{00}^2E_b.$$

Let $\lambda=E_{00}^2E_b/(kT)^3$ and $c=\varepsilon_F/kT=(4\lambda)^{1/3}$. Measuring energy from the apex in units of $kT$, the ratio of tunnelling to over-barrier conductance is

$$R(\lambda)=\frac{\int_0^\infty e^{t}\,T(-t/c)\,dt}{\int_0^\infty e^{-t}\,T(t/c)\,dt},$$

where $t$ now denotes distance in energy from the apex. The upper limit of the first integral should be $E_b/kT$; extending it is justified for a tall barrier because the integrand has already decayed. Numerical solution of $R=1$ gives $\lambda_c=0.5115$.

Because $E_{00}^2=(kT)^2N/N_1$, the equality $\lambda=\lambda_c$ becomes

$$N_{\rm half}\simeq\lambda_c\frac{kT}{E_b}N_1
=\frac{4\lambda_c m\epsilon(kT)^3}{\hbar^2q^2E_b}\qquad(E_b\gg kT).$$

Here $E_b/kT=11.60$, so

$$N_{\rm half}\simeq\frac{0.5115}{11.60}\times5.816\times10^{18}\ \text{cm}^{-3}
\simeq2.6\times10^{17}\ \text{cm}^{-3}.$$

Solving the Schrödinger equation for the whole parabola, with Boltzmann occupation, gives $2.63\times10^{17}$ cm$^{-3}$. The cusp estimate differs from this by 2.4%. For twice the barrier height the difference falls to 1.2%, as expected when the important energies occupy a smaller part of the barrier.

Equality therefore occurs at $E_{00}\simeq0.21kT$, and $N_1$ is 22 times too high as an estimate of it. The reason is the height of the barrier in units of $kT$: an electron need not tunnel through the base. It can be thermally excited nearly to the top and cross the thin part there. For a tall barrier, $E_{00}=kT$ is thus a doping at which tunnelling already dominates, rather than the doping at which it begins to do so.

At fixed $E_b$, $N_1\propto T^2$ but $N_{\rm half}\propto T^3$. Halving the temperature lowers the first by a factor of 4 and the second by a factor of 8, within the same approximations.

## Cases at fixed barrier height

The table uses the full parabolic barrier and Fermi occupation. The share is the part of $G$ carried at $E<E_b$. The gain is $G$ divided by its classical thermionic value, for which $T=0$ below the apex and $T=1$ above it.

| $N$ (cm$^{-3}$) | $E_{00}$ (meV) | $w$ (nm) | $\mu$ (meV) | Share (%) | Gain |
|---:|---:|---:|---:|---:|---:|
| $1.0\times10^{16}$ | 1.07 | 182 | −156 | 18 | 1.17 |
| $1.0\times10^{17}$ | 3.39 | 58 | −96 | 38 | 1.48 |
| $2.6\times10^{17}$ | 5.49 | 36 | −71 | 50 | 1.82 |
| $1.0\times10^{18}$ | 10.72 | 18 | −34 | 70 | 2.99 |
| $5.8\times10^{18}$ | 25.85 | 7.6 | 22 | 93 | 12.4 |
| $2.3\times10^{19}$ | 51.70 | 3.8 | 93 | 99 | 85 |

The gain at equality is 1.82, not 2. Half of it, 0.91, is the over-barrier part, so quantum reflection removes about 9% of the classical thermionic conductance. Tunnelling supplies an equal 0.91.

This row also shows why the word "dominates" needs a definition. Tunnelling carries half the current there, yet the total is less than twice the classical estimate. By $N_1$ the share is 93% and the total is larger by a factor of about 12.

The size of that last factor can be understood from the peak found in part (a). Its exponent is smaller than the thermionic one by

$$\frac{300}{25.85}-\frac{300}{27.97}\simeq0.88,$$

which gives only $e^{0.88}\simeq2.4$. The peak is also broad. Differentiating $S$ twice gives $\Phi''=1/[E_{00}E_b\,e\sqrt{1-e}]$, with derivatives taken with respect to $E$. At $N_1$, $e=0.786$ and $\sqrt{1-e}\simeq0.46$, so the Gaussian width is

$$\sigma=(\Phi'')^{-1/2}\simeq\sqrt{25.85\times300\times0.786\times0.46}\ \text{meV}\simeq53\ \text{meV}.$$

The area of the peak is $\sqrt{2\pi}\,\sigma$, while the classical integral above the apex has effective width $kT$. Their ratio is about 5.1, and $2.4\times5.1\simeq12$. This is an estimate: the Gaussian extends above the apex, where its exponent no longer applies, so the close agreement should not be read as its accuracy.

The full Schrödinger calculation at $N_1$, with Boltzmann occupation, places the peak at $0.761E_b$, against $0.786E_b$ from WKB. With a barrier ten times taller at the same $E_{00}$, the calculated position is 0.787 of the height. The discrepancy is much smaller at this larger tunnelling action, although two heights do not establish a steady trend between them.

## (c) Fixed interface charge

Holding $E_b$ fixed while raising $N$ requires $N_t\propto\sqrt N$, because $N_t^2=8\epsilon NE_b/q^2$. This is a comparison at constant barrier height, not a model of a particular interface. Interface states that pin the Fermi level, for example, would fix $E_b-\mu$, so $E_b$ itself would rise with doping. If all the traps are filled and their number is fixed, the result is different. Substitute $F=q^2N_t/(2\epsilon)$ into $\lambda=(\varepsilon_F/kT)^3/4$:

$$\lambda=\frac{\hbar^2F^2}{8m(kT)^3}
=\frac{\hbar^2q^4N_t^2}{32m\epsilon^2(kT)^3}.$$

The doping has disappeared. More donors make the barrier thinner but also lower it, and the slope at its apex does not change. In the tall-barrier regime the equality condition is a sheet density,

$$N_{t,c}=\frac{2\epsilon}{\hbar q^2}\sqrt{8m\lambda_c(kT)^3}
\simeq1.8\times10^{12}\ \text{cm}^{-2},$$

and not a doping.

A numerical test starts from the cusp value of $N_{\rm half}$, where the full barrier gives a tunnelling share of 49.7%. In the depletion approximation, quadrupling $N$ at fixed $N_t$ lowers $E_b$ to one quarter and leaves the share at 48.8%. Quadrupling $N$ at fixed $E_b$ raises it to 70.8%. The total conductance still changes strongly with doping at fixed $N_t$, because the barrier height changes; it is the division between the two paths that stays nearly constant, as long as $E_b$ remains well above $kT$. Once $E_b$ falls below $kT$ the share drops: with Boltzmann occupation it is about 45% at 16 times and 29% at 32 times the starting doping.

## Where the estimate fails

At $N_2$ the predicted peak is at $0.420\times300=126$ meV, only 33 meV above $\mu=93$ meV. This is little more than $kT$, so the Boltzmann peak formula is no longer reliable there. The table includes Fermi occupation, but its barrier still rests on the depletion approximation.

The smooth donor charge is also doubtful at that doping: the mean spacing $N^{-1/3}$ is 3.5 nm and each flank is 3.8 nm wide. Even at $N_{\rm half}$ the flank, 36 nm, is only about twice the spacing of 16 nm. The calculated doping is a mean-field estimate, and the few-percent accuracy of the cusp formula refers to the ideal parabola, not to a real boundary. Mobile electrons in the depletion layers alone change it by more: with Boltzmann statistics they reduce $F^2$ at given $E_b$ by a factor of about $1-kT/E_b$, which raises $N_{\rm half}$ by roughly 10% here.

The sharp apex is a weaker assumption still. The cusp formula needs a trapped sheet that is thin and laterally uniform on the scale $\ell$. At $N_{\rm half}$, $\ell\simeq2$ nm and $\varepsilon_F\simeq33$ meV, while the traps are $N_t^{-1/2}\simeq7$ nm apart; for a square array of point traps the potential between them, close to the boundary plane, lies 20 to 30 meV below the smeared value. Spreading the sheet uniformly over a thickness of only 1 nm, at the same apex height, lowers the share from 50% to about 44% and raises $N_{\rm half}$ by about 60%. For a real boundary, $N_{\rm half}$ and $N_{t,c}$ give the order of magnitude only.

Full ionization is also an idealization. A hydrogenic donor with these parameters lies about 41 meV below the band edge, so in the neutral grain only about 70% of the donors would be ionized at $N_{\rm half}$ and about half at $10^{18}$ cm$^{-3}$, and $\mu$ would be lower than tabulated in these rows. The donors near the apex are ionized, so $N_{\rm half}$ is little affected.

The grains must also be wider than $2w$, about 71 nm at $N_{\rm half}$. In smaller grains the depletion layers overlap and the barrier derived here does not apply. Finally, when $E_b$ is comparable with $kT$, the current is no longer confined to the apex region, and the simple formula for $N_{\rm half}$ loses its basis.

The values quoted here can be compared with the numerical output below.

## Computed results

```
effective mass: 0.3 electron masses
relative permittivity: 10.0
temperature: 300 K;  kT = 25.85 meV
barrier height Eb: 0.30 eV;  Eb/kT = 11.60
effective density of states Nc: 4.123e+18 cm^-3
E00 at 1e18 cm^-3: 10.72 meV
N1 (E00 = kT): 5.816e+18 cm^-3
N2 (E00 = 2kT): 2.327e+19 cm^-3
lambda_c (Airy cusp): 0.5115
N_half, cusp estimate: 2.564e+17 cm^-3
N_half, full barrier: 2.627e+17 cm^-3
error of cusp estimate at Eb: 2.41 %
error of cusp estimate at 2Eb: 1.22 %
N1/N_half (full barrier): 22.1
E00/kT at N_half (full barrier): 0.213
critical sheet density, formula: 1.844e+12 cm^-2
critical sheet density, full barrier: 1.867e+12 cm^-2
N1: WKB peak energy/Eb = 0.786, E0 = 27.97 meV
N2: WKB peak energy/Eb = 0.420, E0 = 33.94 meV
N1: exact peak energy/Eb = 0.761
N1, barrier 10Eb: exact peak/height = 0.787
largest cusp transmission error (Eb/E00=300): 0.0019
Boltzmann share at cusp N_half: 49.7 %
share at 4 N_half, same sheet charge: 48.8 %
share at 4 N_half, same height: 70.8 %
Table at fixed Eb, Fermi occupation:
N/cm^-3  E00/meV  w/nm  spacing/nm  sheet/cm^-2  mu/meV  share/%  gain
1.00e+16  1.07  182.09  46.42  3.64e+11  -155.7  17.8  1.17
1.00e+17  3.39  57.58  21.54  1.15e+12  -95.9  37.5  1.48
2.63e+17  5.49  35.53  15.61  1.87e+12  -70.6  50.0  1.82
1.00e+18  10.72  18.21  10.00  3.64e+12  -34.4  70.4  2.99
5.82e+18  25.85  7.55  5.56  8.78e+12  21.5  93.1  12.40
2.33e+19  51.70  3.78  3.50  1.76e+13  92.8  99.0  84.66
```
